# One-Body and Two-Body Operators in Second Quantization for Fermions: a program that tests the result

```python
"""
Result under test, for identical fermions:
    sum_i h(i)               = sum h_pq a+_p a_q
    (1/2) sum_{i!=j} v(i,j)  = (1/2) sum v_pqrs a+_p a+_q a_s a_r
h_pq = <p|h|q>; v_pqrs = integral of p*(x) q*(y) v(x,y) r(x) s(y).
Here a+_p creates and a_p annihilates an electron in orbital p.
Model: equal-spin electrons in a 1D box, h = -(1/2) d2/dx2 + slope*x,
v(x,y) = 1/sqrt((x-y)^2 + soft^2). Hartree atomic units.
Reference values come from Slater determinants on a coordinate grid.
"""
from functools import reduce
from itertools import combinations, permutations, product
from math import factorial
import numpy as np
from scipy.constants import physical_constants

LENGTH, SLOPE, SOFT, M = 4.0, 0.1, 1.0, 5
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss_grid(n):
    t, w = np.polynomial.legendre.leggauss(n)
    return LENGTH * (t + 1) / 2, LENGTH * w / 2


def box_orbitals(x, count):
    k = np.arange(1, count + 1)
    return np.sqrt(2 / LENGTH) * np.sin(np.pi * x[:, None] * k / LENGTH)


def interaction(x, y):
    return 1 / np.sqrt((x - y) ** 2 + SOFT ** 2)


def orbital_integrals(rotation):
    """h_pq and v_pqrs, with analytic second derivatives of the orbitals."""
    x, w = gauss_grid(40)
    chi = box_orbitals(x, M)
    kinetic = (np.pi * np.arange(1, M + 1) / LENGTH) ** 2 / 2
    phi = chi @ rotation
    h_phi = (chi * kinetic) @ rotation + SLOPE * x[:, None] * phi
    h = phi.conj().T @ (w[:, None] * h_phi)
    pair = np.einsum("x,xp,xr->xpr", w, phi.conj(), phi)
    v = np.einsum("xpr,xy,yqs->pqrs", pair,
                  interaction(x[:, None], x[None, :]), pair, optimize=True)
    return h, v


def slater(phi, occupied):
    """Normalized determinant as an array over all electron coordinates."""
    n = len(occupied)
    total = 0
    for perm in permutations(range(n)):
        sign = round(np.linalg.det(np.eye(n)[list(perm)]))
        factors = [phi[:, occupied[i]] for i in perm]
        total = total + sign * reduce(np.multiply.outer, factors)
    return total / np.sqrt(factorial(n))


def coordinate_matrices(rotation, n_electrons):
    """Matrix elements by quadrature over all coordinates; no h_pq, v_pqrs."""
    x, w = gauss_grid(30)
    phi = box_orbitals(x, M) @ rotation
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    c = np.prod(gap, axis=1)
    deriv = c[:, None] / c[None, :] / gap
    np.fill_diagonal(deriv, 0.0)
    np.fill_diagonal(deriv, -deriv.sum(axis=1))
    h_grid = -deriv @ deriv / 2 + np.diag(SLOPE * x)
    coords = np.meshgrid(*[x] * n_electrons, indexing="ij")
    weight = reduce(np.multiply.outer, [w] * n_electrons).ravel()
    v_total = sum(interaction(coords[i], coords[j])
                  for i, j in combinations(range(n_electrons), 2))
    kets = [slater(phi, occ) for occ in combinations(range(M), n_electrons)]
    one, two = [], []
    for ket in kets:
        one.append(sum(np.moveaxis(np.tensordot(h_grid, ket, (1, ax)), 0, ax)
                       for ax in range(n_electrons)).ravel())
        two.append((v_total * ket).ravel())
    bras = np.array([ket.ravel().conj() * weight for ket in kets])
    return bras @ np.array(one).T, bras @ np.array(two).T


# Fock space of M orbitals: annihilators as matrices with sign strings
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
ann = [reduce(np.kron, [parity] * p + [lower] + [np.eye(2)] * (M - p - 1))
       for p in range(M)]
cre = [a.T for a in ann]
vacuum = np.eye(2 ** M)[0]


def fock_state(orbitals):
    state = vacuum
    for k in reversed(orbitals):
        state = cre[k] @ state
    return state


def one_body(h):
    return sum(h[p, q] * cre[p] @ ann[q]
               for p, q in product(range(M), repeat=2))


def two_body(v, order):
    total = np.zeros((2 ** M, 2 ** M), dtype=complex)
    for p, q, r, s in product(range(M), repeat=4):
        if order == "reversed":
            term = cre[p] @ cre[q] @ ann[s] @ ann[r]
        elif order == "same":
            term = cre[p] @ cre[q] @ ann[r] @ ann[s]
        else:  # product of two one-electron replacements
            term = cre[p] @ ann[r] @ cre[q] @ ann[s]
        total += 0.5 * v[p, q, r, s] * term
    return total


def fock_matrix(operator, n_electrons):
    states = np.array([fock_state(occ)
                       for occ in combinations(range(M), n_electrons)])
    return states @ operator @ states.T


# Anticommutators
for p, q in product(range(M), repeat=2):
    mixed = ann[q] @ cre[p] + cre[p] @ ann[q]
    assert np.allclose(mixed, (p == q) * np.eye(2 ** M))
    assert np.allclose(ann[p] @ ann[q] + ann[q] @ ann[p], 0)
    assert np.allclose(cre[p] @ cre[q] + cre[q] @ cre[p], 0)

# Removal and replacement rules, by explicit editing of orbital lists
triples = list(combinations(range(M), 3))
for occ in triples:
    ket = fock_state(occ)
    for q in range(M):
        removed = np.zeros(2 ** M)
        for i in range(3):
            if occ[i] == q:
                removed += (-1) ** i * fock_state(occ[:i] + occ[i + 1:])
        assert np.allclose(ann[q] @ ket, removed)
        for p in range(M):
            replaced = np.zeros(2 ** M)
            for i in range(3):
                if occ[i] == q:
                    replaced += fock_state(occ[:i] + (p,) + occ[i + 1:])
            assert np.allclose(cre[p] @ ann[q] @ ket, replaced)
    for p, q, r, s in product(range(M), repeat=4):
        replaced = np.zeros(2 ** M)
        for i, j in permutations(range(3), 2):
            if occ[i] == r and occ[j] == s:
                new = list(occ)
                new[i], new[j] = p, q
                replaced += fock_state(new)
        result = cre[p] @ (cre[q] @ (ann[s] @ (ann[r] @ ket)))
        assert np.allclose(result, replaced)

# Removing the same-electron part of two successive replacements
for p, q, r, s in product(range(M), repeat=4):
    left = cre[p] @ ann[r] @ cre[q] @ ann[s] - (q == r) * cre[p] @ ann[s]
    assert np.allclose(left, cre[p] @ cre[q] @ ann[s] @ ann[r])

# Three electrons in generic complex orbitals: coordinates against Fock space
rng = np.random.default_rng(7)
random_matrix = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
rotation = np.linalg.qr(random_matrix)[0]
h_rot, v_rot = orbital_integrals(rotation)
one_ref, two_ref = coordinate_matrices(rotation, 3)
dev_one = np.abs(fock_matrix(one_body(h_rot), 3) - one_ref).max()
dev_two = np.abs(fock_matrix(two_body(v_rot, "reversed"), 3) - two_ref).max()
dev_sign = np.abs(fock_matrix(two_body(v_rot, "same"), 3) + two_ref).max()
# Tolerance covers grid differentiation and quadrature errors.
assert max(dev_one, dev_two, dev_sign) < 1e-7
assert np.abs(two_ref).max() > 0.1

# Worked example: two electrons in plain box orbitals
h, v = orbital_integrals(np.eye(M))
one2, two2 = coordinate_matrices(np.eye(M), 2)
pairs = list(combinations(range(M), 2))
i12, i13, i34 = (pairs.index(pair) for pair in [(0, 1), (0, 2), (2, 3)])
direct, exchange = v[0, 1, 0, 1], v[0, 1, 1, 0]
one_energy = h[0, 0] + h[1, 1]
pair_energy = direct - exchange
energy = one_energy + pair_energy
assert abs(one2[i12, i12] - one_energy) < 1e-7
assert abs(two2[i12, i12] - pair_energy) < 1e-7
assert abs(one2[i13, i12] - h[2, 1]) < 1e-7
double = v[2, 3, 0, 1] - v[2, 3, 1, 0]
assert abs(two2[i34, i12] - double) < 1e-7
wrong = fock_matrix(two_body(v, "same"), 2)[i12, i12].real

ket12 = fock_state((0, 1))
signs = {}
for p, q, r, s in product(range(M), repeat=4):
    value = ket12 @ cre[p] @ cre[q] @ ann[s] @ ann[r] @ ket12
    if abs(value) > 1e-12:
        signs[(p, q, r, s)] = int(round(value))
assert len(signs) == 4

# One electron: no interaction, but a spurious one from the plain product
ket1 = fock_state((0,))
assert np.allclose(two_body(v, "reversed") @ ket1, 0)
spurious_fock = (ket1 @ two_body(v, "product") @ ket1).real
x, w = gauss_grid(100)
kernel = interaction(x[:, None], x[None, :])
sizes = [1, 2, 5, 20]
spurious = []
for size in sizes:
    chi = box_orbitals(x, size)
    f = w[:, None] * chi[:, :1] * chi
    spurious.append(0.5 * np.einsum("xq,xy,yq->", f, kernel, f, optimize=True))
limit = 0.5 * interaction(0.0, 0.0)
assert abs(spurious[sizes.index(M)] - spurious_fock) < 1e-7
assert np.all(np.diff(spurious) > 0) and abs(spurious[-1] - limit) < 1e-4

print(f"box length = {LENGTH:.1f} bohr")
print(f"slope of linear potential = {SLOPE:.1f} hartree/bohr")
print(f"softening length = {SOFT:.1f} bohr")
print(f"number of orbitals in tests = {M}")
print(f"number of three-electron determinants = {len(triples)}")
print("Largest deviations, three electrons, complex orbitals:")
print(f"  one-body formula: {dev_one:.1e} hartree")
print(f"  two-body formula: {dev_two:.1e} hartree")
print(f"  order a_r a_s against minus O2: {dev_sign:.1e} hartree")
print(f"  largest two-body element: {np.abs(two_ref).max():.4f} hartree")
print("Two electrons in orbitals 1 and 2:")
print(f"  h_11 = {h[0, 0]:.6f} hartree")
print(f"  h_22 = {h[1, 1]:.6f} hartree")
print(f"  h_11 + h_22 = {one_energy:.6f} hartree")
print(f"  v_1212 (direct) = {direct:.6f} hartree")
print(f"  v_1221 (exchange) = {exchange:.6f} hartree")
print("  nonzero <12|a+_p a+_q a_s a_r|12>, no unit:")
for (p, q, r, s), sign in signs.items():
    print(f"    p,q,r,s = {p+1},{q+1},{r+1},{s+1}: {sign:+d}")
print(f"  <12|O2|12>, formula = {pair_energy:.6f} hartree")
print(f"  <12|O2|12>, coordinate grid = {two2[i12, i12]:.6f} hartree")
print(f"  same with order a_r a_s = {wrong:.6f} hartree")
print(f"  <12|O1+O2|12> = {energy:.6f} hartree")
print(f"  <12|O1+O2|12> = {energy * HARTREE_EV:.4f} eV")
print("Off-diagonal elements:")
print(f"  h_32 = {h[2, 1]:.6f} hartree")
print(f"  <13|O1|12>, coordinate grid = {one2[i13, i12]:.6f} hartree")
print(f"  v_3412 = {v[2, 3, 0, 1]:.6f} hartree")
print(f"  v_3421 = {v[2, 3, 1, 0]:.6f} hartree")
print(f"  v_3412 - v_3421 = {double:.6f} hartree")
print(f"  <34|O2|12>, coordinate grid = {two2[i34, i12]:.6f} hartree")
print("Spurious self-interaction of one electron in orbital 1:")
for size, value in zip(sizes, spurious):
    print(f"  {size} orbitals: {value:.6f} hartree")
print(f"  complete-basis limit: {limit:.6f} hartree")
print("all good")
```

It prints:

```
box length = 4.0 bohr
slope of linear potential = 0.1 hartree/bohr
softening length = 1.0 bohr
number of orbitals in tests = 5
number of three-electron determinants = 10
Largest deviations, three electrons, complex orbitals:
  one-body formula: 6.9e-14 hartree
  two-body formula: 2.1e-12 hartree
  order a_r a_s against minus O2: 2.1e-12 hartree
  largest two-body element: 1.9639 hartree
Two electrons in orbitals 1 and 2:
  h_11 = 0.508425 hartree
  h_22 = 1.433701 hartree
  h_11 + h_22 = 1.942126 hartree
  v_1212 (direct) = 0.706943 hartree
  v_1221 (exchange) = 0.132045 hartree
  nonzero <12|a+_p a+_q a_s a_r|12>, no unit:
    p,q,r,s = 1,2,1,2: +1
    p,q,r,s = 1,2,2,1: -1
    p,q,r,s = 2,1,1,2: -1
    p,q,r,s = 2,1,2,1: +1
  <12|O2|12>, formula = 0.574897 hartree
  <12|O2|12>, coordinate grid = 0.574897 hartree
  same with order a_r a_s = -0.574897 hartree
  <12|O1+O2|12> = 2.517023 hartree
  <12|O1+O2|12> = 68.4917 eV
Off-diagonal elements:
  h_32 = -0.077815 hartree
  <13|O1|12>, coordinate grid = -0.077815 hartree
  v_3412 = 0.044174 hartree
  v_3421 = -0.002670 hartree
  v_3412 - v_3421 = 0.046843 hartree
  <34|O2|12>, coordinate grid = 0.046843 hartree
Spurious self-interaction of one electron in orbital 1:
  1 orbitals: 0.390000 hartree
  2 orbitals: 0.456023 hartree
  5 orbitals: 0.496868 hartree
  20 orbitals: 0.500000 hartree
  complete-basis limit: 0.500000 hartree
all good
```
